# Davydov splitting and polarization ratio for two molecules in P2₁/a

## Theorem

Consider an ordered molecular crystal of space group $P2_1/a$, with unique axis $b$ and two molecules per cell. Let $\nu_0$ be the wavenumber of one internal vibration of a molecule whose neighbours are held at rest. Assume:

1. The vibration is harmonic, non-degenerate and ungerade (odd under inversion through the molecular centre), with transition dipole $\mathbf d$ at angle $\theta$ to $b$.
2. It does not mix with other vibrations.
3. The wavevector $\mathbf k$ is small compared with the reciprocal lattice vectors and, for dipolar coupling, large compared with $2\pi\nu_0$, so that retardation can be neglected. Either the macroscopic electric field vanishes, or $\mathbf k$ lies along $b$ or in the $ac$ plane.

Then the vibration gives two crystal states, Au polarized along $b$ and Bu polarized in the $ac$ plane, with

$$\nu_{Au}^2-\nu_{Bu}^2=4\nu_0J_{12},\qquad \nu_{Au}-\nu_{Bu}\approx 2J_{12}. \tag{1}$$

Here $J_{12}$, in wavenumber units, is the coupling of one molecule to all molecules of the other orientation. Its sign is fixed by taking the pattern of molecule 2 to be that of molecule 1 rotated by $C_2$ about $b$. The approximate form holds when all couplings are small compared with $\nu_0$.

Assume further that the electronic background permittivity is 1. Then the integrated absorptions for light polarized along $b$ and along the Bu dipole have the oriented-gas ratio

$$\frac{I_b}{I_{ac}}=\frac{d_b^2}{d_a^2+d_{c^*}^2}=\cot^2\theta. \tag{2}$$

The Cartesian axes are $a$, $b$ and $c^*$, where $c^*$ is normal to $a$ and $b$. Dipole formulas are in Gaussian form.

## Lemma 1: sites and symmetry species

*The molecules lie on inversion centres, and the vibration spans Au + Bu.*

**Proof.** Apart from lattice translations, the group has four operations: the identity, a screw rotation about $b$, an inversion and a glide reflection. A general position therefore has four copies per cell. With two molecules related by symmetry, each must be left in place by one operation besides the identity. A screw or glide cannot do this: its square is a non-zero translation, which fixes no point. Two unrelated molecules, each the only copy of its kind, would have to be fixed by the screw as well, which is impossible. The remaining operation is inversion. The centres may be taken at $(0,0,0)$ and $(\tfrac12,\tfrac12,0)$.

At $\mathbf k=0$ translations act trivially, which leaves the factor group $C_{2h}=\{E,C_2,i,\sigma\}$. The operations $C_2$ and $\sigma$ exchange the two molecules and have character 0. Inversion keeps each molecule on its site, up to a lattice translation, and reverses an ungerade pattern. The characters are thus $(2,0,-2,0)$. The rows for Au and Bu are $(1,1,-1,-1)$ and $(1,-1,-1,1)$, so

$$n_{Au}=\tfrac14(2+2)=1,\qquad n_{Bu}=\tfrac14(2+2)=1 .$$

For Ag and Bg the sum is $\tfrac14(2-2)=0$. A vector along $b$ is kept by $C_2$ and reversed by $i$ and $\sigma$, so it belongs to Au. A vector in the $ac$ plane is reversed by $C_2$ and $i$ and kept by $\sigma$, so it belongs to Bu. ∎

**Remark.** A gerade vibration has characters $(2,0,2,0)$ and gives Ag + Bg. The two states can differ in frequency, but neither has a dipole, so the theorem needs the word "ungerade".

## Lemma 2: the two frequencies

*If the coupling matrix satisfies $J_{11}=J_{22}$, then*

$$\nu_{Au}^2=\nu_0^2+2\nu_0(J_{11}+J_{12}),\qquad \nu_{Bu}^2=\nu_0^2+2\nu_0(J_{11}-J_{12}). \tag{3}$$

**Proof.** Let $Q_{ns}$ be the mass-weighted normal coordinate of molecule $s=1,2$ in cell $n$, and let $\omega_0=2\pi c\nu_0$. The potential energy is

$$U=\tfrac12\omega_0^2\sum_{ns}Q_{ns}^2+\tfrac12\sum_{ns\neq mt}\Phi_{ns,mt}Q_{ns}Q_{mt},$$

and the equation of motion is $\ddot Q_{ns}=-\omega_0^2Q_{ns}-\sum_{mt}\Phi_{ns,mt}Q_{mt}$. In the limit $\mathbf k\to0$ all cells move alike, $Q_{ns}=q_se^{-i\omega t}$, so that

$$\omega^2q_s=\omega_0^2q_s+\sum_t\Phi_{st}q_t,\qquad \Phi_{st}=\sum_m\Phi_{0s,mt}.$$

The matrix element of $Q$ between the ground and first excited states of an oscillator is $\sqrt{\hbar/2\omega_0}$. The energy transferring one quantum between molecules is therefore $\hbar\Phi/2\omega_0$, and in wavenumbers

$$J_{st}=\frac{1}{hc}\frac{\hbar}{2\omega_0}\Phi_{st}\quad\Longrightarrow\quad \Phi_{st}=2\omega_0(2\pi c)J_{st}.$$

Dividing the equation of motion by $(2\pi c)^2$ gives the matrix $\nu_0^2\delta_{st}+2\nu_0J_{st}$ for $\nu^2$. It is symmetric: $\Phi_{ns,mt}=\Phi_{mt,ns}$, and summing over all cells removes the dependence on which cell is the origin.

The sign of $Q_2$ is fixed by taking the pattern of molecule 2 to be that of molecule 1 rotated by $C_2$:

$$\mathbf d_1=(d_a,d_b,d_{c^*}),\qquad \mathbf d_2=(-d_a,d_b,-d_{c^*}). \tag{4}$$

With $J_{11}=J_{22}$ the eigenvectors are $(1,\pm1)/\sqrt2$, with eigenvalues $\nu_0^2+2\nu_0(J_{11}\pm J_{12})$. Their dipoles $(\mathbf d_1\pm\mathbf d_2)/\sqrt2$ are

$$\mathbf p_{Au}=\sqrt2\,(0,d_b,0),\qquad \mathbf p_{Bu}=\sqrt2\,(d_a,0,d_{c^*}). \tag{5}$$

By Lemma 1 the upper sign is Au and the lower is Bu. ∎

Subtracting the two parts of (3) gives the first part of (1). Dividing by $\nu_{Au}+\nu_{Bu}$, which is close to $2\nu_0$ when $|J_{11}|,|J_{12}|\ll\nu_0$, gives the second. Molecules related by a lattice translation enter through $J_{11}$ and shift both squared frequencies equally, while those of the other orientation split them.

**Remark on sign.** Had molecule 2 been generated by the glide, its pattern would be reversed, because $\sigma=iC_2$ and the vibration is odd under $i$. Then $Q_2$ and $J_{12}$ change sign, and the $b$-polarized state becomes the minus combination. Its squared wavenumber is still $\nu_0^2+2\nu_0(J_{11}+J_{12})$ in terms of the original $J_{12}$.

## Lemma 3: dipole coupling and the direction of k

*For dipole–dipole coupling, as $\mathbf k\to0$ along the unit vector $\hat{\mathbf k}$,*

$$J_{st}(\hat{\mathbf k})=J^{\rm sph}_{st}+\frac{4\pi}{Vhc}\left[(\hat{\mathbf k}\cdot\mathbf d_s)(\hat{\mathbf k}\cdot\mathbf d_t)-\tfrac13\mathbf d_s\cdot\mathbf d_t\right], \tag{6}$$

*where $V$ is the cell volume and $J^{\rm sph}$ is the lattice sum over a large sphere centred on molecule $s$.*

**Proof.** The coupling of two dipoles at separation $\mathbf r$ is $\sum_{ij}d_{s,i}T_{ij}d_{t,j}$, with

$$T_{ij}=\frac{\delta_{ij}-3\hat r_i\hat r_j}{r^3}=-\partial_i\partial_j\frac1r .$$

Because $T$ falls as $r^{-3}$, distant molecules matter. Choose a sphere of radius $R$ with many molecules inside but $kR\ll1$, and smooth its boundary over several lattice spacings. Inside, the phase factor is 1. Outside, the sum becomes $1/V$ times an integral. A smooth boundary is an average over sharp radii, so it suffices to treat a sharp one. A factor $e^{-\eta r}$, with $\eta\to0$ at the end, removes the surface at infinity.

On the inner surface the normal pointing out of the integration region is $-\hat{\mathbf r}$, and $\partial_j(1/r)=-\hat r_j/r^2$. One integration by parts gives

$$-\int_{r>R}e^{i\mathbf k\cdot\mathbf r}\,\partial_i\partial_j\frac1r\,d^3r=-\oint e^{i\mathbf k\cdot\mathbf r}\,\hat r_i\hat r_j\,d\Omega+ik_i\int_{r>R}e^{i\mathbf k\cdot\mathbf r}\,\partial_j\frac1r\,d^3r .$$

The first term tends to $-\tfrac{4\pi}3\delta_{ij}$. A second integration by parts turns the last term into $k_ik_j\int e^{i\mathbf k\cdot\mathbf r}r^{-1}d^3r$ plus a surface term that vanishes with $kR$. Extending this integral to $r=0$ changes the result by order $(kR)^2$, and

$$\int\frac{e^{i\mathbf k\cdot\mathbf r}}r\,d^3r=\frac{4\pi}k\int_0^\infty\sin(kr)\,e^{-\eta r}dr=\frac{4\pi}{k^2+\eta^2}\to\frac{4\pi}{k^2}.$$

The outer region therefore contributes $4\pi(\hat k_i\hat k_j-\tfrac13\delta_{ij})/V$. ∎

The term with $\hat{\mathbf k}$ is the action of the macroscopic field $-4\pi\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P)$, where $\mathbf P$ is the polarization. Omitting it gives the zero-field matrix $J^0$. This is an unretarded calculation; retardation enters below through the wave equation.

**When the labels hold.** The matrix $J^0$ has the full crystal symmetry, so $J^0_{11}=J^0_{22}$. With the field present, write $v=\hat k_bd_b$ and $u=\hat k_ad_a+\hat k_{c^*}d_{c^*}$. By (4), $\hat{\mathbf k}\cdot\mathbf d_1=v+u$ and $\hat{\mathbf k}\cdot\mathbf d_2=v-u$, hence

$$J_{11}-J_{22}=\frac{4\pi}{Vhc}\left[(v+u)^2-(v-u)^2\right]=\frac{16\pi uv}{Vhc}. \tag{7}$$

This vanishes for $\hat{\mathbf k}$ in the $ac$ plane ($v=0$) and for $\hat{\mathbf k}$ along $b$ ($u=0$), as assumption 3 requires. For $uv\ne0$ the two molecules are no longer equivalent and Au and Bu mix.

For $\hat{\mathbf k}$ in the $ac$ plane, the field adds $4\pi u^2/Vhc$ to $J_{11}$ and subtracts it from $J_{12}$. Au is unshifted, and $J_{11}-J_{12}$ for Bu rises by $8\pi u^2/Vhc$. For $\hat{\mathbf k}$ along $b$ the roles are exchanged. A quoted Davydov splitting of a strong dipolar vibration thus needs a stated direction of $\mathbf k$.

## Lemma 4: integrated absorption

*For light travelling in the $ac$ plane with polarization $\mathbf e$, either along $b$ or in the $ac$ plane, the absorption coefficient $\alpha$ obeys*

$$\int_0^\infty\alpha\,d\nu=\pi^2K(\mathbf p\cdot\mathbf e)^2,\qquad K=\frac{8\pi\nu_0}{Vhc}, \tag{8}$$

*where $\mathbf p$ is the dipole (5) of the state addressed.*

**Proof.** In a macroscopic field $\mathbf E$, a crystal mode with zero-field frequency $\omega_T$ and damping rate $\Gamma$ obeys $\ddot Q+\Gamma\dot Q+\omega_T^2Q=\mathbf m\cdot\mathbf E$. Here $\mathbf m=\sqrt{2\omega_0/\hbar}\,\mathbf p$ is the dipole derivative, and the polarization is $\mathbf mQ/V$. Solving at frequency $\omega$, multiplying by $4\pi$ and converting to wavenumbers gives the contribution of each mode to the permittivity tensor:

$$\varepsilon-1=\frac{K\,\mathbf p\mathbf p}{D},\qquad D=\nu_T^2-\nu^2-i\gamma\nu,\qquad \gamma=\frac{\Gamma}{2\pi c}.$$

The prefactor follows from $8\pi\omega_0/[\hbar V(2\pi c)^2]=8\pi\nu_0/(Vhc)$.

The wave equation is $n^2[\mathbf E-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf E)]=\mathbf D_e$, where $\mathbf D_e=\varepsilon\mathbf E$ is the transverse displacement. The tensor $\varepsilon$ does not connect $b$ with the $ac$ plane, so the two polarizations separate. Projecting on $\mathbf e$ gives $n^2=1/(\mathbf e\cdot\varepsilon^{-1}\cdot\mathbf e)$. Within the space of one mode,

$$\varepsilon^{-1}=1-\frac{K\mathbf p\mathbf p}{D+Kp^2},$$

as multiplication by $1+K\mathbf p\mathbf p/D$ confirms. Since $p^2=(\mathbf p\cdot\mathbf e)^2+(\mathbf p\cdot\hat{\mathbf k})^2$,

$$n^2=\frac{D+Kp^2}{D+K(\mathbf p\cdot\hat{\mathbf k})^2}=1+\frac{S}{\nu_e^2-\nu^2-i\gamma\nu}, \tag{9}$$

with $S=K(\mathbf p\cdot\mathbf e)^2$ and $\nu_e^2=\nu_T^2+K(\mathbf p\cdot\hat{\mathbf k})^2$. For Bu, $(\mathbf p\cdot\hat{\mathbf k})^2=2u^2$, so the shift is $16\pi\nu_0u^2/Vhc$. This equals $2\nu_0$ times the rise $8\pi u^2/Vhc$ found from the lattice sum.

For $\gamma>0$ and $\nu_e^2>0$, the zeros and poles of (9) lie in the lower half of the complex $\nu$ plane. Hence $n$ is analytic in the upper half, and $n-1\to-S/2\nu^2$ at large $|\nu|$. Close the contour of $\nu(n-1)$ with a large upper semicircle. The semicircle contributes $-\tfrac S2\int d\nu/\nu=-i\pi S/2$, so the real axis contributes $+i\pi S/2$. The function $\nu\,{\rm Im}\,n$ is even, so

$$\int_0^\infty\nu\,{\rm Im}\,n\,d\nu=\frac{\pi S}4 .$$

The intensity decays with $\alpha=4\pi\nu\,{\rm Im}\,n$, which gives (8). ∎

## Proof of the intensity ratio

Let the light travel in the $ac$ plane perpendicular to the Bu dipole. The two polarizations are then $b$ and the Bu dipole direction. From (5) and (8),

$$\frac{I_b}{I_{ac}}=\frac{2d_b^2}{2(d_a^2+d_{c^*}^2)}=\frac{\cos^2\theta}{\sin^2\theta}=\cot^2\theta,$$

which is (2). Neither the splitting nor the damping appears. Uncoupled molecules give the same result, since $(\mathbf d_1\cdot\mathbf e)^2+(\mathbf d_2\cdot\mathbf e)^2$ is $2d_b^2$ along $b$ and $2(d_a^2+d_{c^*}^2)$ along the $ac$ projection of $\mathbf d_1$. ∎

**Corollary.** Light normal to the (001) face travels along $c^*$ and sees only the $a$ component of Bu. The ratio is then $I_b/I_a=d_b^2/d_a^2$, which for $d_b\neq0$ equals $\cot^2\theta$ only when $d_{c^*}=0$.

**Limiting cases.** For $\mathbf d$ along $b$, Bu is dark; for $\mathbf d$ in the $ac$ plane, Au is dark. In either case infrared absorption shows one band and the splitting cannot be read from it.

## Worked example

Take the round model values $a=8$ Å, $b=6$ Å, $c=10$ Å, $\beta=120^\circ$, $\nu_0=1000$ cm⁻¹ and $|\mathbf d|=0.3$ D, with direction $(1,2,2)/3$. The cell volume is 415.69 Å$^3$, and the field unit $4\pi d^2/Vhc$ is 13.696 cm⁻¹.

The sphere sums are $J_{11}=-0.607$ and $J_{12}=-4.894$ cm⁻¹. From (4), $\mathbf d_1\cdot\mathbf d_2/d^2=(-1+4-4)/9=-1/9$. The zero-field couplings in cm⁻¹ are

$$J^0_{11}=-0.607-\frac{13.696}3\approx-5.17,\qquad J^0_{12}=-4.894+\frac{13.696}{27}\approx-4.39 .$$

Equation (3) then gives

$$\nu_{Au}=\sqrt{1000^2-2000(9.56)}\approx990.4,\qquad \nu_{Bu}=\sqrt{1000^2-2000(0.786)}\approx999.2 .$$

The splitting is $-8.82$ cm⁻¹, against $2J_{12}=-8.77$ cm⁻¹.

For $\mathbf k$ along $c^*$, $u^2/d^2=4/9$, and the Bu coupling rises by $2\times\tfrac49\times13.696=12.17$ cm⁻¹. Bu moves to 1011.3 cm⁻¹ and the splitting becomes $-20.9$ cm⁻¹. For $\mathbf k$ along $b$, Au rises instead, to 1002.6 cm⁻¹, and the splitting is $+3.4$ cm⁻¹. Even its sign depends on direction here. These directional values need $k\gg2\pi\nu_0$. Near the light line the states mix with light: setting $n=k/2\pi\nu$ in (9) at $k/2\pi=1000$ cm⁻¹ along $c^*$ gives two Au branches, at 920.1 and 1076.4 cm⁻¹.

For $\mathbf k$ normal to (110), $J_{11}=6.20$ and $J_{22}=-5.04$ cm⁻¹. The modes at 994.1 and 1007.0 cm⁻¹ have dipoles at 33.1° and 62.4° to $b$, so neither is Au or Bu. The numerical check tests (6) for all three directions by summing infinite lattice planes.

Here $\cos\theta=2/3$, so $\theta=48.19^\circ$ and $\cot^2\theta=(4/9)/(5/9)=0.8$. With $\gamma=5$ cm⁻¹, numerical integration of $\alpha$ gives $2.403\times10^5$ cm⁻² along $b$ and $3.004\times10^5$ cm⁻² along the Bu dipole, a ratio of 0.800. For light along $c^*$ the $a$-polarized value is $6.008\times10^4$ cm⁻², and $I_b/I_a=4.00=(2/1)^2$.

## Remark: where the oriented gas fails

Symmetry confines the Bu dipole to the $ac$ plane but fixes neither its direction there nor the intensity ratio. Those rest on assumption 2 and on the background permittivity being 1. Suppose intermolecular forces of strength $g$ couple the vibration to another mode $j$ of the same species. First-order perturbation theory adds an amplitude $c_j\propto g/(\omega^2-\omega_j^2)$ of that mode, and the intensity becomes

$$|\mathbf p+c_j\mathbf p_j|^2\approx p^2+2c_j\,\mathbf p\cdot\mathbf p_j .$$

The ratio therefore departs from $\cot^2\theta$ in first order of $g$, unless the corrections cancel. The squared-frequency splitting already contains $g$ in first order through $J_{12}$, and mixing corrects it in second order.

A separate model tests this. Linear triatomic molecules with the same cell and orientation are joined by weak springs, and all 18 zone-centre coordinates are kept. Atoms of different molecules at distance $r$ (in Å) are joined by springs of constant $g\,(3/r)^6$ in units of the bond constant, for $r\le11.3$ Å. The centre atom has mass 1 and charge $-2$, each end atom has mass 2 and charge $+1$, the bond length is 1.2 Å, and the vibration followed is the antisymmetric stretch. The charges serve only to compute mode dipoles and exert no forces, so this model has no long-range dipole coupling. With $g=0.004$ and $0.002$, the ratio is 0.800486 and 0.800243. Its deviation from 0.8, the value for the free molecular axis, halves with the coupling, while the error of the first-order splitting falls by a factor of four. Most of this deviation arises within one molecule: with the neighbours held at rest the springs already tilt its dipole, to $\cot^2\theta=0.800495$ and $0.800248$. Measured from these site values, the departure is $-9.0\times10^{-6}$ and $-4.5\times10^{-6}$, still first order in $g$ but about fifty times smaller. The polarizations along $b$ and in the $ac$ plane survive the mixing, as symmetry requires.

Electronic polarizability, absent from the model, changes the local field at the molecules. It also gives the crystal an anisotropic background refractive index. Both effects can differ between $b$ and the $ac$ plane, and they need not be small: an isotropic point polarizability of 5 Å$^3$ at each site of the worked example changes the ratio for the same two polarizations from 0.80 to 1.17, an apparent $\theta$ of 42.8°, and the zero-field splitting to about $-10.0$ cm⁻¹. A molecular angle deduced from a measured ratio through (2) carries this error as well as that of mode mixing.

## Values computed for the example and the checks

```
cell a, b, c = 8.0, 6.0, 10.0 angstrom; beta = 120.0 deg
cell volume = 415.69 angstrom^3
site wavenumber = 1000.0 cm^-1; transition dipole = 0.3 D
dipole direction (a, b, c*) = [0.3333 0.6667 0.6667]
angle theta between dipole and b = 48.19 deg
1 D^2/angstrom^3 = 5034.12 cm^-1
characters E, C2, i, sigma, ungerade: [ 2  0 -2  0]
species, ungerade vibration: {'Ag': 0, 'Bg': 0, 'Au': 1, 'Bu': 1}
characters E, C2, i, sigma, gerade: [2 0 2 0]
species, gerade vibration: {'Ag': 1, 'Bg': 1, 'Au': 0, 'Bu': 0}
sphere sums J11, J12 = -0.607, -4.894 cm^-1
zero-field J11, J12 = -5.173, -4.387 cm^-1
field unit 4 pi d^2/V = 13.696 cm^-1
largest slab-formula difference = 1.1e-04 cm^-1
transverse Au, Bu = 990.39, 999.21 cm^-1
transverse splitting Au - Bu = -8.82 cm^-1
first-order splitting 2 J12 = -8.77 cm^-1
k along c*: Au, Bu = 990.39, 1011.32 cm^-1
k along c*: splitting Au - Bu = -20.93 cm^-1
k along b: Au, Bu = 1002.61, 999.21 cm^-1
k along b: splitting Au - Bu = 3.40 cm^-1
k normal to (110): J11, J22, J12 = 6.198, -5.044, -3.179 cm^-1
k normal to (110): modes = 994.10, 1007.01 cm^-1
their dipole angles from b = 33.1, 62.4 deg
optical pole, light along c*, E along a = 1011.32 cm^-1
damping = 5.0 cm^-1
integrated absorption, b = 2.4031e+05 cm^-2
integrated absorption, a (light along c*) = 6.0077e+04 cm^-2
integrated absorption, along Bu dipole = 3.0038e+05 cm^-2
predicted integrated absorption, b = 2.4032e+05 cm^-2
I(b)/I(ac): integrated 0.8000, cot^2 theta 0.8000
I(b)/I(a): integrated 4.0000, oriented gas 4.0000
spring crystal, bond constant 1, centre mass 1 (dimensionless):
  coupling 0.004: squared-frequency splitting -2.09016e-05, 2 L12 -2.08726e-05, I(b)/I(ac) 0.800486
  coupling 0.002: squared-frequency splitting -1.04435e-05, 2 L12 -1.04363e-05, I(b)/I(ac) 0.800243
  error ratio on halving coupling: splitting 4.000, intensity ratio 2.000
```
